\section*{Transport and Quantum Lifetimes on a Helical Dirac Surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a fixed spin to a helical spin}

\subsection{The decision: which lifetime goes into the conductivity}

Suppose that a calculation has given the level width of the surface states of a topological conductor, and that the next line needs a sheet conductivity. For a circular Fermi line the conductivity is proportional to a lifetime, and the level width supplies one. Should that lifetime be inserted as it stands? For weak, zero-range scalar disorder on a helical Dirac surface the answer is no. The lifetime that belongs in the conductivity is twice the one in the level width, so the direct insertion gives a sheet resistance that is too large by a factor of two.

The two lifetimes are defined as follows. The quantum lifetime $\tau_q$ is the inverse of the total rate at which an electron leaves a momentum state. The probability of remaining in the state decays as $e^{-t/\tau_q}$, its amplitude as $e^{-t/(2\tau_q)}$, and the imaginary part of the retarded self-energy is therefore $-\hbar/(2\tau_q)$. The transport lifetime $\tau_{tr}$ is the decay time of the electric current after the driving field has been switched off. A collision that hardly turns the electron counts fully in $1/\tau_q$ and hardly at all in $1/\tau_{tr}$.

One might attribute the factor of two to the absence of exact backscattering. That absence is real, but it concerns a single angle, and a single angle contributes nothing to an integral over angles. The notebook therefore follows the whole angular dependence, beginning with a case that has none.

\subsection{Stage one: electrons with a fixed spin}

Take a two-dimensional band with energy $\varepsilon=\hbar v k$, one state per wave vector $\mathbf k$, and the same spin for every state. This is a bookkeeping model: it has the density of states of the Dirac surface but not its spin structure. The Fermi energy is $E>0$, measured from the Dirac point, and the Fermi wave number is $k_F=E/(\hbar v)$.

The disorder consists of $N$ point impurities in an area $A$, with density $n=N/A$:
\begin{equation}
U(\mathbf r)=\sum_{j=1}^{N}u_j\,\delta(\mathbf r-\mathbf R_j),\qquad u_j=\pm u_0 .
\label{eq:U}
\end{equation}
Positions and signs are independent and random, and both signs are equally likely. The strength $u_0$ is an energy times an area. The potential is scalar, which means that it multiplies the identity in spin space. Between plane waves normalized in $A$, with $\mathbf q=\mathbf k'-\mathbf k$, its matrix element is
\begin{equation}
U_{\mathbf k'\mathbf k}=\frac1A\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}U(\mathbf r)
=\frac1A\sum_j u_j e^{-i\mathbf q\cdot\mathbf R_j}.
\end{equation}
The squared modulus is a double sum over impurities. Since $\langle u_ju_l\rangle=0$ for $j\neq l$ and $u_j^2=u_0^2$, the diagonal terms alone survive the average:
\begin{equation}
\langle|U_{\mathbf k'\mathbf k}|^2\rangle
=\frac1{A^2}\sum_{jl}\langle u_ju_l\rangle
\langle e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}\rangle
=\frac{Nu_0^2}{A^2}=\frac{nu_0^2}{A}.
\label{eq:average}
\end{equation}
The result does not depend on $\mathbf q$. This is the meaning of isotropic disorder here, and it is stronger than rotational symmetry. A smooth round impurity is rotationally symmetric too, but it favours small $q$.

The density of states per area follows from counting wave vectors. A ring of width $dk$ holds $2\pi k\,dk/(2\pi)^2=k\,dk/(2\pi)$ states per area, and $dk=d\varepsilon/(\hbar v)$. At the Fermi energy
\begin{equation}
\nu=\frac{k_F}{2\pi\hbar v}=\frac{E}{2\pi\hbar^2v^2}.
\label{eq:nu}
\end{equation}

For weak static disorder the golden rule gives the rate from $\mathbf k$ to $\mathbf k'$ as $(2\pi/\hbar)\langle|U_{\mathbf k'\mathbf k}|^2\rangle\delta(\varepsilon'-\varepsilon)$. Its use requires $E\gg\hbar/\tau_q$, so that the broadened states still form a thin ring in momentum space. The sum over final states is
\begin{equation}
\sum_{\mathbf k'}\;\rightarrow\;A\int d\varepsilon'\,\nu(\varepsilon')\int_0^{2\pi}\frac{d\varphi'}{2\pi},
\label{eq:sum}
\end{equation}
where $\varphi'$ is the direction of $\mathbf k'$. The factor $A$ cancels the $1/A$ in \eqref{eq:average}, the delta function sets $\varepsilon'=E$, and the total rate is
\begin{equation}
\gamma_0=\frac{2\pi}{\hbar}nu_0^2\nu=\frac{nu_0^2E}{\hbar^3v^2}.
\label{eq:gamma0}
\end{equation}
The units agree: $\mathrm{m^{-2}\,(J\,m^2)^2\,J}$ divided by $\mathrm{(J\,s)^3\,m^2\,s^{-2}}$ leaves $\mathrm{s^{-1}}$.

Now let the occupation on the Fermi line be disturbed by a small amount $\delta(\varphi,t)$. Electrons enter direction $\varphi$ from $\varphi'$ in proportion to $f'(1-f)$ and leave in proportion to $f(1-f')$. The rates of a process and its reverse are equal, so the difference matters, and it is $f'-f$: the exclusion factors cancel. Hence
\begin{equation}
\frac{\partial\delta(\varphi)}{\partial t}
=\gamma_0\int_0^{2\pi}\frac{d\varphi'}{2\pi}\,[\delta(\varphi')-\delta(\varphi)].
\end{equation}
A current along $x$ corresponds to $\delta\propto\cos\varphi$, because the velocity is $v(\cos\varphi,\sin\varphi)$. The incoming term then averages to zero and the outgoing term gives $-\gamma_0\cos\varphi$. The current decays at the rate $\gamma_0$, which is also the total scattering rate. For a fixed spin, $\tau_{tr}=\tau_q=1/\gamma_0$.

The limit to try at this stage is a disturbance independent of $\varphi$. The two terms cancel and nothing decays, as the conservation of electrons requires. The equality of the lifetimes also has a direct meaning: one isotropic collision erases, on average, all memory of the initial direction.

\subsection{Stage two: any dependence on the scattering angle}

Let the rate depend on the angle $\theta=\varphi'-\varphi$ through a weight $w(\theta)\ge0$ with $w(-\theta)=w(\theta)$. The fixed spin is the case $w=1$. Angular averages are written
\begin{equation}
\langle F\rangle=\int_0^{2\pi}\frac{d\theta}{2\pi}\,F(\theta).
\end{equation}
The collision equation becomes
\begin{equation}
\frac{\partial\delta(\varphi)}{\partial t}
=\gamma_0\int_0^{2\pi}\frac{d\theta}{2\pi}\,w(\theta)\,[\delta(\varphi+\theta)-\delta(\varphi)].
\label{eq:collision}
\end{equation}
Insert $\delta=\cos m\varphi$ with an integer $m$ and expand
\begin{equation}
\cos m(\varphi+\theta)=\cos m\varphi\cos m\theta-\sin m\varphi\sin m\theta .
\end{equation}
The last term is odd in $\theta$ and vanishes against the even weight. Each harmonic therefore decays by itself, at the rate
\begin{equation}
\gamma_m=\gamma_0\,\langle w\,(1-\cos m\theta)\rangle .
\label{eq:gammam}
\end{equation}
The current is carried by $m=1$, whereas the total rate of leaving a state contains no factor $1-\cos\theta$:
\begin{equation}
\frac1{\tau_q}=\gamma_0\langle w\rangle,\qquad
\frac1{\tau_{tr}}=\gamma_0\langle w(1-\cos\theta)\rangle .
\label{eq:two}
\end{equation}
Define the mean cosine of the scattering angle, with the collisions as statistical weight, by $\bar c=\langle w\cos\theta\rangle/\langle w\rangle$. Division of the two rates gives
\begin{equation}
\frac{\tau_{tr}}{\tau_q}=\frac{\langle w\rangle}{\langle w\rangle-\langle w\cos\theta\rangle}=\frac1{1-\bar c}.
\label{eq:ratio}
\end{equation}
A single number, $\bar c$, decides the ratio.

There is a second way to read \eqref{eq:ratio}. Collisions are separated by a mean time $\tau_q$. The successive angles are independent and symmetric about zero, so the mean projection of the velocity on its initial direction is multiplied by $\bar c$ at each collision. For $|\bar c|<1$ the contributions of all intervals add up to
\begin{equation}
\tau_{tr}=\tau_q\,(1+\bar c+\bar c^{\,2}+\cdots)=\frac{\tau_q}{1-\bar c}.
\label{eq:memory}
\end{equation}
The transport lifetime is the quantum lifetime plus the memory that survives collisions.

Three limits are known in advance. For $w=1$ one has $\bar c=0$ and the ratio is 1, as in stage one. If all collisions are nearly forward, $\bar c\to1$ and the ratio grows without bound, since such collisions broaden the level but hardly disturb the current. If all collisions reverse the motion, $\bar c=-1$ and the ratio is $1/2$: each event then removes twice the initial contribution to the current.

\subsection{Stage three: the helical spin}

The Dirac surface has
\begin{equation}
H=\hbar v(\sigma_xk_y-\sigma_yk_x)
=\hbar vk\,(\sigma_x\sin\varphi-\sigma_y\cos\varphi),
\label{eq:H}
\end{equation}
with the Pauli matrices $\sigma_x,\sigma_y$ acting on the spin. In matrix form the bracket is
\begin{equation}
\sigma_x\sin\varphi-\sigma_y\cos\varphi=
\begin{pmatrix}0&ie^{-i\varphi}\\-ie^{i\varphi}&0\end{pmatrix},
\end{equation}
because $\sin\varphi+i\cos\varphi=ie^{-i\varphi}$. Its square is the identity, so the energies are $\pm\hbar vk$. For the upper band write the spinor as $(1,b)^T/\sqrt2$. The first row of the eigenvalue equation requires $ie^{-i\varphi}b=1$, hence $b=-ie^{i\varphi}$, and the second row gives the same $b$. Therefore
\begin{equation}
\chi_\varphi=\frac1{\sqrt2}\begin{pmatrix}1\\-ie^{i\varphi}\end{pmatrix}.
\label{eq:chi}
\end{equation}
The spin points along $(\sin\varphi,-\cos\varphi,0)$, in the plane and at a right angle to $\mathbf k$.

A scalar impurity does not act on the spin, although the scattered electron ends in a state whose spin follows its new direction. The matrix element is the one of stage one multiplied by the overlap of the two spinors:
\begin{equation}
\chi_{\varphi'}^\dagger\chi_\varphi
=\tfrac12\left[1+(ie^{-i\varphi'})(-ie^{i\varphi})\right]
=\tfrac12(1+e^{-i\theta})=e^{-i\theta/2}\cos\frac\theta2 .
\end{equation}
The weight is the squared modulus,
\begin{equation}
w(\theta)=\cos^2\frac\theta2=\frac{1+\cos\theta}{2}.
\label{eq:w}
\end{equation}

The limit $\theta=\pi$ gives $w=0$, and this zero follows from time reversal. Let $T=-i\sigma_yK$, where $K$ is complex conjugation in the position representation. Then $T^2=-1$, and $\langle a|b\rangle=\langle Tb|Ta\rangle$ for any two states. Take a Hermitian potential $U$ that commutes with $T$, and set $a=T\psi$, $b=U\psi$:
\begin{equation}
\langle T\psi|U\psi\rangle=\langle TU\psi|T^2\psi\rangle
=-\langle UT\psi|\psi\rangle=-\langle T\psi|U\psi\rangle=0 .
\label{eq:T}
\end{equation}
Time reversal turns the state at $\mathbf k$ into the state at $-\mathbf k$ of equal energy, which is unique in this band. The matrix element for exact reversal of the momentum therefore vanishes.

The averages need $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=1/2$:
\begin{equation}
\langle w\rangle=\frac12,\qquad
\langle w\cos\theta\rangle=\frac12\langle\cos\theta\rangle+\frac12\langle\cos^2\theta\rangle=\frac14,\qquad
\bar c=\frac12 .
\label{eq:averages}
\end{equation}
With \eqref{eq:gamma0} and \eqref{eq:two} the two rates are
\begin{equation}
\frac1{\tau_q}=\frac{\gamma_0}2=\frac{nu_0^2E}{2\hbar^3v^2},\qquad
\frac1{\tau_{tr}}=\frac{\gamma_0}4=\frac{nu_0^2E}{4\hbar^3v^2},
\label{eq:rates}
\end{equation}
and therefore
\begin{equation}
\boxed{\;\tau_{tr}=2\tau_q\;}
\label{eq:main}
\end{equation}
to lowest order in the disorder.

The integrand of the transport rate shows where the current is lost. For the helical surface it is
\begin{equation}
w(\theta)(1-\cos\theta)=\tfrac12(1+\cos\theta)(1-\cos\theta)=\tfrac12\sin^2\theta ,
\end{equation}
which is largest at right angles. For a fixed spin it is $1-\cos\theta$, largest at reversal. The spin overlap thus suppresses the collisions that would harm the current most, over a broad range of angles. The share of all collisions that turn the electron by more than $90^\circ$ is
\begin{equation}
\int_{\pi/2}^{3\pi/2}\frac{d\theta}{2\pi}\,(1+\cos\theta)=\frac12-\frac1\pi\approx0.18 ,
\end{equation}
compared with one half for a fixed spin.

Finally, \eqref{eq:gammam} can be tried on the other harmonics. For $m\ge2$ the average $\langle w\cos m\theta\rangle$ vanishes, because $w$ contains just a constant and $\cos\theta$. These distortions of the Fermi line decay at the rate $\gamma_0/2=1/\tau_q$. The long life belongs to the current-carrying harmonic.

For weak, zero-range scalar disorder on the helical surface, the transport lifetime is twice the quantum lifetime to lowest order, because the spin overlap suppresses large-angle scattering over a broad range of angles. It remains to find the conductivity, to recover the factor of two from Green functions, and to test its cause and its limits.
